# Rough Gate Edges by Fourier Filtering: Amplitude, Correlation Length and Periodic Images

## Two edges that are not straight

The gate of a short transistor is bounded by a source-side and a drain-side edge, and lithography leaves both slightly rough. Where they approach each other the channel is locally short; where they separate it is long. If the roughness varied rapidly along the width, it would average out within one device. It does not: displacements stay correlated over a length that can be comparable with the device width, so nominally identical transistors have different mean gate lengths.

A variability simulation needs many random edges with a prescribed rms displacement and correlation length. Fourier filtering supplies them cheaply, but each edge it makes is periodic. We must find what statistics the generated edges really have, and how large the period must be.

Let $x(z)$ be the displacement of one edge at position $z$ along the width. We assume a stationary Gaussian process with zero mean and target autocovariance

$$C(r)=\langle x(z)x(z+r)\rangle=\Delta^2e^{-|r|/\Lambda}. \tag{1}$$

Here $\Delta$ is the rms displacement and $\Lambda$ the correlation length; $C/\Delta^2$ is the autocorrelation. The edge is sampled at spacing $a$, with $N$ points in a period $L=Na$. We write $\alpha=a/\Lambda$, $q=e^{-\alpha}$ and $\theta_m=2\pi m/N$. The forward discrete transform has no prefactor and the inverse has $1/N$.

## The filter and its covariance

Draw $N$ independent unit normals $g_j$, transform them, multiply by $\sqrt{P_m}$ and transform back:

$$G_m=\sum_{j=0}^{N-1}g_je^{-i\theta_mj},\qquad x_j=\frac1N\sum_{m=0}^{N-1}\sqrt{P_m}\,G_me^{i\theta_mj}. \tag{2}$$

Since the noise is real, $G_{N-m}=G_m^*$. With $P_{N-m}=P_m\ge0$ the terms $m$ and $N-m$ are complex conjugates, so $x_j$ is real. It is Gaussian because it is a linear combination of Gaussian numbers.

From $\langle g_jg_l\rangle=\delta_{jl}$,

$$\langle G_mG_{m'}^*\rangle=\sum_je^{-i(\theta_m-\theta_{m'})j}=N\delta_{mm'}.$$

Writing $x_l=x_l^*$ in the second factor gives

$$\langle x_jx_l\rangle=\frac1{N^2}\sum_{m}P_m\,N\,e^{i\theta_m(j-l)}=\frac1N\sum_mP_me^{i\theta_m(j-l)}. \tag{3}$$

The covariance is thus the inverse transform of $P_m$, and it has period $N$ in $j-l$ whatever spectrum is chosen.

For $P_m$ take the Fourier sum of the sampled target over all integers. With $u=qe^{-i\theta}$, the positive and negative $j$ give two conjugate geometric series:

$$\sum_{j=-\infty}^{\infty}q^{|j|}e^{-i\theta j}=1+2\,\mathrm{Re}\frac{u}{1-u}
=\frac{|1-u|^2+2q\cos\theta-2q^2}{|1-u|^2}.$$

Because $|1-u|^2=1-2q\cos\theta+q^2$, the numerator is $1-q^2$. Dividing numerator and denominator by $2q$,

$$P_m=\Delta^2\frac{\sinh\alpha}{\cosh\alpha-\cos\theta_m}. \tag{4}$$

This is positive, so the square root in (2) exists.

## The periodic images

At the discrete angles, $e^{-i\theta_m(j+nN)}=e^{-i\theta_mj}$. The sum over all integers that led to (4) can therefore be grouped by residue modulo $N$:

$$P_m=\sum_{j=0}^{N-1}\Big[\sum_{n=-\infty}^{\infty}C(ja+nL)\Big]e^{-i\theta_mj}.$$

Comparison with (3) shows that the generated autocovariance is the bracket, $C_L(r)=\sum_nC(r+nL)$, and not $C(r)$. For $0\le r\le L$ the terms $n\ge0$ sum to $e^{-r/\Lambda}/(1-Q)$ and those with $n<0$ to $Qe^{r/\Lambda}/(1-Q)$, where $Q=e^{-L/\Lambda}$. Multiplying numerator and denominator of the total by $e^{L/2\Lambda}$,

$$C_L(r)=\Delta^2\frac{e^{-r/\Lambda}+e^{-(L-r)/\Lambda}}{1-e^{-L/\Lambda}}
=\Delta^2\frac{\cosh[(L/2-r)/\Lambda]}{\sinh(L/2\Lambda)}. \tag{5}$$

Subtracting the target leaves the image error

$$E(r)=\Delta^2\frac{Q(e^{-r/\Lambda}+e^{r/\Lambda})}{1-Q}=\frac{2\Delta^2\cosh(r/\Lambda)}{e^{L/\Lambda}-1}. \tag{6}$$

It is positive and grows with $r$. Relative to the target at the same lag it is $(e^{2r/\Lambda}+1)/(e^{L/\Lambda}-1)$, which exceeds 100% at $r=L/2$ however long the period is. Beyond half the period the generated covariance comes mainly from the images, not from the target. Whether this matters depends on the absolute size of $E$: for $L\gg\Lambda$ it is only about $\Delta^2e^{-L/2\Lambda}$ at $r=L/2$, and it becomes comparable with $\Delta^2$ only within a few $\Lambda$ of $r=L$.

The remedy is to cut a device of width $W$ from a longer period. Requiring $E(W)\le\varepsilon\Delta^2$ and solving (6) for $L$,

$$L\ge\Lambda\ln\!\left[1+\frac{2\cosh(W/\Lambda)}{\varepsilon}\right]. \tag{7}$$

For $W\gg\Lambda$ and small $\varepsilon$ this becomes $L\approx W+\Lambda\ln(1/\varepsilon)$: the device plus a buffer. If the error is instead to be a fraction $\varepsilon$ of $C(W)$ itself, the relative form gives $L\approx2W+\Lambda\ln(1/\varepsilon)$.

We take round model parameters: $\Delta=0.6$ nm, $\Lambda=20$ nm, $a=1$ nm, $W=60$ nm and $\varepsilon=0.001$. Then $2\cosh3=20.14$, and (7) requires

$$L\ge20\ln(1+20140)\ \text{nm}=198.2\ \text{nm}.$$

We use $L=200$ nm. The image error is then $9.1\times10^{-5}\Delta^2$ at zero lag and $9.1\times10^{-4}\Delta^2$ at $r=W$. The latter is 1.8% of the target there, because the target has itself fallen to $0.0498\Delta^2$.

## Two ways to spoil the spectrum

**Cutting the continuous spectrum.** The continuous transform of (1) is $S(k)=2\Delta^2\Lambda/(1+k^2\Lambda^2)$. One might set $P_m=S(k_m)/a$ for wavenumbers $k_m=2\pi m/L$ up to the Nyquist value $\pi/a$. For a long period the sum over modes becomes an integral, and the variance obtained is

$$\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}S(k)=\frac{2\Delta^2}{\pi}\arctan\frac{\pi\Lambda}{a}.$$

The missing fraction is $1-(2/\pi)\arctan(\pi\Lambda/a)\approx2a/(\pi^2\Lambda)$ for $a\ll\Lambda$. Here it is 1.0%.

Equation (4) has no such loss because it contains the folded tail. To see this, note that $e^{ikja}$ is unchanged by $k\to k+2\pi/a$. All wavenumbers in $C(ja)=\int S(k)e^{ikja}dk/2\pi$ can therefore be folded into the band $|k|\le\pi/a$, which gives

$$P_m=\frac1a\sum_{p=-\infty}^{\infty}S\!\left(k_m+\frac{2\pi p}{a}\right). \tag{8}$$

**Removing the mean.** Setting $P_0=0$, or subtracting the average of every periodic edge, lowers the covariance (3) at every lag by

$$\frac{P_0}{N}=\frac{\Delta^2}{N}\frac{\sinh\alpha}{\cosh\alpha-1}=\frac{\Delta^2}{N}\coth\frac\alpha2\approx\frac{2\Lambda}{L}\Delta^2. \tag{9}$$

The second equality uses $\sinh\alpha=2\sinh\frac\alpha2\cosh\frac\alpha2$ and $\cosh\alpha-1=2\sinh^2\frac\alpha2$. For our 200 nm period the loss is $0.200\Delta^2$, a fifth of the variance. The zero mode must be kept, since a shift of the whole edge is part of the roughness.

## Measuring the ensemble autocovariance

For one periodic edge define $\hat c_j=N^{-1}\sum_ix_ix_{i+j}$, with indices taken modulo $N$. The known zero mean is used; no sample mean is subtracted. Each product has expectation $C_L(ja)$, so the estimator is unbiased for the periodic process.

Its scatter follows from the pairing rule for Gaussian variables. With $C_l=C_L(la)$,

$$\langle x_ix_{i+j}x_kx_{k+j}\rangle=C_j^2+C_{i-k}^2+C_{i-k-j}C_{i-k+j}.$$

The first term is the squared mean and cancels in the variance. The others depend on $l=i-k$ alone, so the double sum is $N$ times a single sum. For an average over $M$ independent edges,

$$\mathrm{Var}(\bar c_j)=\frac1{MN}\sum_{l=0}^{N-1}\left[C_l^2+C_{l+j}C_{l-j}\right]. \tag{10}$$

At $j=0$ the two terms are equal. For a long period and $a\ll\Lambda$, $\sum_lC_l^2\approx\Delta^4\coth\alpha\approx\Delta^4\Lambda/a$, and the standard error is about $\Delta^2\sqrt{2\Lambda/(ML)}$. With $M=20000$ this is $0.0032\Delta^2$.

The measured values, in units of $\Delta^2$, are:

| Period, lag (nm) | Target | $C_L$ | Measured | Std. error |
|---|---|---|---|---|
| 200, 0 | 1.0000 | 1.0001 | 1.0031 | 0.0032 |
| 200, 20 | 0.3679 | 0.3680 | 0.3722 | 0.0027 |
| 200, 60 | 0.0498 | 0.0507 | 0.0508 | 0.0024 |
| 60, 0 | 1.0000 | 1.1048 | 1.1023 | 0.0069 |
| 60, 20 | 0.3679 | 0.5296 | 0.5285 | 0.0067 |
| 60, 30 | 0.2231 | 0.4696 | 0.4673 | 0.0069 |

The second ensemble has its period set equal to the device width. Its covariance at half a period is more than twice the target, and the measurement rejects the bare exponential there by 35 standard errors. In both ensembles every lag agrees with $C_L$ within the five standard errors allowed by the test. The same edges enter all lags, so the rows are not independent checks.

The long-period ensemble cannot confirm its own image error: at $r=W$ the error is $0.0009\Delta^2$ and the statistical uncertainty $0.0024\Delta^2$. Equality of the two would need about $(0.0024/0.00091)^2\approx7$ times as many edges, and a five-standard-error detection 25 times more again.

A calculation without random numbers resolves it. Apply the filter to each row of the unit matrix and call the result $R$. A noise row $g$ produces the edge $gR$, so $\langle x^Tx\rangle=R^T\langle g^Tg\rangle R=R^TR$. This matrix agrees with the explicitly summed images to better than one part in $10^5$ for both periods. That is fine enough to resolve the images, because by (6) their contribution is at least $9\times10^{-5}$ of the target at every lag.

## Recovering $\Lambda$ and $\Delta$

For a bare exponential one could use $\Lambda=h/\ln[C(0)/C(h)]$. Images bias this estimate. A better one follows from (5), which has the form $C_L(r)=B\cosh[(L/2-r)/\Lambda]$. Put $y=(L/2-h)/\Lambda$. For $2h\le L$,

$$C_L(0)+C_L(2h)=B\left[\cosh\!\left(y+\tfrac h\Lambda\right)+\cosh\!\left(y-\tfrac h\Lambda\right)\right]=2B\cosh y\cosh\tfrac h\Lambda.$$

Since $B\cosh y=C_L(h)$,

$$\cosh\frac h\Lambda=\frac{C_L(0)+C_L(2h)}{2C_L(h)}\equiv\mathcal R,\qquad
\Delta^2=C_L(0)\tanh\frac{L}{2\Lambda}. \tag{11}$$

The second relation is (5) at $r=0$. Images are included in both.

Take $h=20$ nm. In the short-period ensemble $C_L(40\ \text{nm})$ equals $C_L(20\ \text{nm})$ by the symmetry $r\to L-r$, so

$$\mathcal R=\frac{1.1023+0.5285}{2(0.5285)}=1.543,\qquad\Lambda=\frac{20\ \text{nm}}{\operatorname{arccosh}1.543}=20.0\ \text{nm}.$$

The plain logarithmic estimate from the same data is $20/\ln(1.1023/0.5285)=27.2$ nm, too long by 36%. More edges would not cure this: the exact $C_L$ gives 27.2 nm as well.

Differentiating (11) gives $\delta\Lambda=-\Lambda^2\delta\mathcal R/[h\sinh(h/\Lambda)]$, which converts the scatter among edges into a standard error. The results are:

- Period 200 nm: $\Lambda=20.15\pm0.09$ nm and $\Delta=0.601\pm0.001$ nm.
- Period 60 nm: $\Lambda=20.00\pm0.13$ nm and $\Delta=0.599\pm0.002$ nm.

The first $\Lambda$ lies less than two standard errors from its input, an ordinary fluctuation.

Equation (11) presupposes the exponential form; the comparison at all lags is what tests that form. It also fails if the mean has been removed. A constant $c$ subtracted from the covariance changes the ratio to

$$\mathcal R'=\frac{\mathcal RC_L(h)-c}{C_L(h)-c}=\mathcal R+\frac{c(\mathcal R-1)}{C_L(h)-c},$$

which is too large for $0<c<C_L(h)$, so $\Lambda$ comes out too small. With $c=0.200\Delta^2$ and $C_L(h)=0.368\Delta^2$, the 200 nm period would give $\mathcal R'\approx2.19$ and $\Lambda\approx14$ nm.

## From edges to gate length

Generate the source edge $x_S$ and an independent edge $x'$ with the same filter, and form

$$x_D=\rho x_S+\sqrt{1-\rho^2}\,x',\qquad L_g(z)=L_0+x_D(z)-x_S(z),\qquad|\rho|\le1. \tag{12}$$

Both displacements are positive toward the drain. The drain edge has covariance $\rho^2C_L+(1-\rho^2)C_L=C_L$, and the cross-covariance is $\rho C_L$. The autocovariance of $L_g$ is therefore

$$C_L+C_L-\rho C_L-\rho C_L=2(1-\rho)C_L(r). \tag{13}$$

At $\rho=1$ the edges wander in parallel and the gate length is constant; at $\rho=0$ their variances add.

With $\rho=0.4$ and $L_0=20$ nm, the long period gives a local standard deviation of $\sqrt{1.2\times0.36\times1.0001}=0.657$ nm. The measured value is 0.660 nm. By the estimate following (10), the relative standard error of the variance is 0.0032, hence 0.0016 for the standard deviation; the deviation is about two standard errors.

The device average over $n=W/a$ samples matters more for variability. For one target edge its variance is

$$V=\frac{\Delta^2}{n^2}\sum_{i,j}q^{|i-j|}=\frac{\Delta^2}{n^2}\Big[n+2\sum_{d=1}^{n-1}(n-d)q^d\Big].$$

The weight $n-d$ counts the integers $s$ from $d$ to $n-1$. Exchanging the order of summation,

$$\sum_{d=1}^{n-1}(n-d)q^d=\sum_{s=1}^{n-1}\frac{q(1-q^s)}{1-q}=\frac{q}{1-q}\left[n-\frac{1-q^n}{1-q}\right].$$

Now use $(1+q)/(1-q)=\coth(\alpha/2)$ and $2q/(1-q^2)=1/\sinh\alpha$:

$$V=\frac{\Delta^2}{n}\coth\frac\alpha2\left[1-\frac{1-e^{-n\alpha}}{n\sinh\alpha}\right]
\;\xrightarrow{a\to0}\;\frac{2\Lambda\Delta^2}{W}\left[1-\frac{\Lambda}{W}\left(1-e^{-W/\Lambda}\right)\right]. \tag{14}$$

For $W\gg\Lambda$ the variance falls as $2\Lambda\Delta^2/W$. For $W\ll\Lambda$ expansion of the exponential gives $V\to\Delta^2$: the edge moves as a whole and averaging does not help.

If the period equals $W$, the device average is the zero mode, with variance $P_0/n$. By (9) this is (14) with the bracket replaced by 1. The variance is overstated by the inverse bracket, which tends to $1+\Lambda/W$ for wide devices and $2\Lambda/W$ for narrow ones. The cause is the image error (6): it adds a positive covariance to every pair of points in the device, and most to the pair at its two ends, which the periodicity has joined.

In the example, the continuum bracket is $1-\frac13(1-0.0498)=0.683$. The standard deviation of the mean gate length is

$$\sqrt{1.2\times0.36\times\tfrac23\times0.683}\ \text{nm}=0.444\ \text{nm}.$$

Devices cut from the 200 nm period have an exact value of 0.444 nm and a measured one of 0.446 nm. With a 60 nm period the exact value is 0.537 nm and the measured one 0.535 nm. The short period thus overstates the variance by 46% and the standard deviation by 21%, although $\Delta$ and $\Lambda$ were entered correctly.

The criterion (7) also controls this final quantity. All lags inside the device are below $W$ and $E$ increases with lag, so the error in the variance of the mean gate length is below $2(1-\rho)E(W)$. For the 200 nm period this bound is 0.2% of that variance. For wide devices it is generous: relative to the variance it grows as $\varepsilon W/2\Lambda$, whereas only pairs near opposite ends carry an error close to $E(W)$.

## Range of validity

The exponential model has a kink at zero lag. Its mean-square slope between samples is

$$\frac{\langle(x_{j+1}-x_j)^2\rangle}{a^2}=\frac{2\Delta^2(1-e^{-a/\Lambda})}{a^2}\approx\frac{2\Delta^2}{a\Lambda},$$

which diverges as $a\to0$. Quantities that depend on edge slope therefore depend on the spacing, while (14) has a finite limit. If the slope matters, a smoother covariance is needed.

One choice is $C(r)=\Delta^2e^{-r^2/\Lambda^2}$. Its continuous spectrum is a positive Gaussian, so (8) again gives a valid filter, equal in exact arithmetic to the transform of the image sum. In a program it should be evaluated from (8), because rounding can make the numerical transform slightly negative where the spectrum is tiny. The nearest image contributes $\Delta^2e^{-(L-r)^2/\Lambda^2}$, and keeping that image alone gives $L\ge W+\Lambda\sqrt{\ln(1/\varepsilon)}$. This is accurate for $W\gtrsim\Lambda$; for $W\ll\Lambda$ the image on the other side, $\Delta^2e^{-(L+r)^2/\Lambda^2}$, is comparable and the error approaches $2\varepsilon\Delta^2$. The buffer is shorter for $\varepsilon<e^{-1}$, but the closed forms (4)–(7), (11) and (14), and the explicit value of $P_0/N$ in (9), no longer apply. The numerical output concerns the exponential case.

The calculation is geometric. Turning the spread of $L_g$ into a spread of threshold voltage or current requires a device model. The width-averaged gate length is sufficient for that purpose if the response is linear in the local gate length and uniform across the width; otherwise the full edge profiles must be passed to the device calculation. In a short device the linear condition generally fails for the leakage current, because threshold roll-off is nonlinear in gate length and the subthreshold current is exponential in threshold voltage.

## Computed values

```
rms Delta 0.6 nm, correlation length 20.0 nm, spacing 1.0 nm
width W 60.0 nm, rho 0.4, nominal gate length 20.0 nm
edge pairs per ensemble 20000, lag step h 20.0 nm
allowed image error / Delta^2: 0.001
minimum period 198.21 nm, used 200 nm (N=200)
image error at r=0, long period: 9.080e-05 Delta^2
image error at r=W, long period: 9.142e-04 Delta^2
variance lost by Nyquist cut: 0.01013 Delta^2
variance lost without zero mode: 0.20004 Delta^2
--- period 200 nm; autocovariance / Delta^2
r(nm)  target  image sum  measured  std.error
   0  1.0000  1.0001  1.0031  0.0032
  10  0.6065  0.6066  0.6098  0.0029
  20  0.3679  0.3680  0.3722  0.0027
  40  0.1353  0.1357  0.1391  0.0024
  60  0.0498  0.0507  0.0508  0.0024
recovered Lam 20.15 +- 0.09 nm
recovered Delta 0.6009 +- 0.0010 nm
plain log estimate of Lam: measured 20.17 nm, exact 20.01 nm
local gate-length sigma: measured 0.6596 nm, exact 0.6573 nm
mean gate-length sigma: measured 0.4457 nm, exact 0.4438 nm
--- period 60 nm; autocovariance / Delta^2
r(nm)  target  image sum  measured  std.error
   0  1.0000  1.1048  1.1023  0.0069
  10  0.6065  0.7247  0.7225  0.0067
  20  0.3679  0.5296  0.5285  0.0067
  30  0.2231  0.4696  0.4673  0.0069
  40  0.1353  0.5296  0.5285  0.0067
recovered Lam 20.00 +- 0.13 nm
recovered Delta 0.5993 +- 0.0015 nm
plain log estimate of Lam: measured 27.21 nm, exact 27.20 nm
local gate-length sigma: measured 0.6900 nm, exact 0.6908 nm
mean gate-length sigma: measured 0.5349 nm, exact 0.5367 nm
--- width-averaged gate length, target process without images
sigma, sampled edge: 0.4437 nm
sigma, continuum: 0.4436 nm
variance ratio, period W / target: 1.4633
sigma ratio, period W / target: 1.2097
bare exponential rejected at r=W/2 by 35.3 std. errors
```
